# Where Molecular Flow Gives Way to Gas Collisions in a Micrometre Hole

## What goes wrong with the wrong transport law

A film grows inside a hole one micrometre wide, and one needs the rate at which molecules diffuse down it. Suppose the gas is nitrogen at 300 K and 0.1 kPa, and the gas-phase diffusion coefficient that serves for the reactor is carried over to the hole. In the model below the answer is then about seventy times too large, because the wall stops a molecule long before another molecule does. Suppose instead that straight flights from wall to wall are assumed at one atmosphere. In the same model the diffusion coefficient is then about sixteen times too large, because gas collisions now stop the molecule first.

In this model the two descriptions exchange roles near 7 kPa, where gas and wall collisions are equally frequent. Hard spheres keep part of their velocity in a collision, which moves the equality of the two diffusion coefficients to about 12 kPa. Neither value is the pressure at which gas collisions begin to matter: in a long hole, ten-percent effects appear about a decade below the first. An expansion about molecular flow, with its first correction, shows why.

## Two collision rates

Take a dilute gas at uniform density \(n\), temperature \(T\) and pressure \(p=nkT\), with Maxwellian velocities. Molecules are hard spheres of mass \(m\) that collide when their centres come within the diameter \(d\).

**Gas collisions.** A molecule moving at relative speed \(g\) sweeps the volume \(\pi d^2 g\) per unit time, so its collision rate is \(\pi d^2 n\langle g\rangle\). Each Cartesian velocity component has variance \(kT/m\). The difference of two independent components has variance \(2kT/m\) and is again Gaussian. The relative velocity therefore has the same distribution as a single velocity, stretched by \(\sqrt2\), and \(\langle g\rangle=\sqrt2\,\bar v\). Hence

\[
\nu_{\rm gas}=\sqrt2\,\pi d^2 n\bar v,\qquad
\lambda=\frac{\bar v}{\nu_{\rm gas}}=\frac{kT}{\sqrt2\,\pi d^2p}.
\]

The mean speed follows from the Maxwell distribution. With \(\beta=m/(2kT)\),

\[
\bar v=4\pi\left(\frac{\beta}{\pi}\right)^{3/2}\int_0^\infty v^3e^{-\beta v^2}dv
=4\pi\left(\frac{\beta}{\pi}\right)^{3/2}\frac{1}{2\beta^2}
=\sqrt{\frac{8kT}{\pi m}} .
\]

**Wall collisions.** Averaging the velocity component towards a wall over the approaching half of all directions gives the flux

\[
\frac{n\bar v}{4\pi}\int_0^{2\pi}\!d\varphi\int_0^{\pi/2}\cos\alpha\,\sin\alpha\,d\alpha=\frac{n\bar v}{4}.
\]

A volume \(V\) with wall area \(S\) holds \(nV\) molecules, so each one hits the wall at the rate \(\bar vS/(4V)\). A long round hole of diameter \(D\) has \(S/V=4/D\), and

\[
\nu_{\rm wall}=\frac{\bar v}{D}.
\]

**The crossover.** The ratio of the rates is the expansion parameter:

\[
\kappa\equiv\frac{\nu_{\rm gas}}{\nu_{\rm wall}}=\frac D\lambda=\frac1{\mathrm{Kn}}=\frac p{p_*},\qquad
p_*=\frac{kT}{\sqrt2\,\pi d^2D}.
\]

Gas collisions make up the share \(\kappa/(1+\kappa)\) of all collisions, which is one half at \(p_*\). The mean speed has cancelled, so the molecular mass does not enter.

For nitrogen take \(d\approx0.37\) nm, a rough value. It is close to the spacing of 0.387 nm obtained by giving each molecule an equal cube in a liquid of rough density 0.8 g/cm³. Then \(\pi d^2=0.430\) nm², and with \(D=1\) µm

\[
p_*=\frac{4.14\times10^{-21}\ \mathrm J}{1.414\,(0.430\times10^{-18}\ \mathrm{m^2})(10^{-6}\ \mathrm m)}
=6.81\ \mathrm{kPa},
\]

or 51 Torr. A diameter 10 % larger gives 5.63 kPa and one 10 % smaller gives 8.41 kPa, so "near 7 kPa" is as fine as the input allows.

The shape of the feature matters too. A long trench of width \(w\) has \(S/V=2/w\), hence \(\nu_{\rm wall}=\bar v/(2w)\). At equal width the rates are then equal at half the pressure, 3.4 kPa.

## Chords of the hole

Let the wall re-emit molecules by the cosine law: the probability of a direction at angle \(\alpha\) to the inward normal is \(\cos\alpha\,d\Omega/\pi\). Let \(\theta\) be the angle to the hole axis, and \(\varphi\) the angle between the inward normal and the direction projected onto the cross-section. Then \(\cos\alpha=\sin\theta\cos\varphi\) and \(d\Omega=\sin\theta\,d\theta\,d\varphi\). The projected path is a chord \(D\cos\varphi\) of a circle, so the full path to the next wall hit is

\[
l=\frac{D\cos\varphi}{\sin\theta}.
\]

Folding the four equivalent quadrants into one, the average over emitted molecules is

\[
\langle F\rangle=\frac4\pi\int_0^{\pi/2}\!d\theta\int_0^{\pi/2}\!d\varphi\;\sin^2\theta\cos\varphi\;F .
\]

The first two moments are

\[
\langle l\rangle=\frac{4D}\pi\cdot1\cdot\frac\pi4=D,\qquad
\langle l^2\rangle=\frac{4D^2}\pi\cdot\frac\pi2\cdot\frac23=\frac{4D^2}{3}.
\]

The first agrees with \(\nu_{\rm wall}=\bar v/D\). The third moment contains \(\int d\theta/\sin\theta\), which diverges logarithmically at \(\theta=0\). Rare flights nearly along the axis cause this, and they will control the correction to diffusion.

## Interrupted flights

Take the free path \(\lambda\) as independent of speed. A flight of length \(l\) escapes gas collisions with probability \(e^{-l/\lambda}\), so the broken fraction of flights leaving the wall is

\[
f=1-\langle e^{-l/\lambda}\rangle .
\]

For \(\kappa\ll1\), expanding the exponential to second order, which the finite second moment permits, gives

\[
f\simeq\frac{\langle l\rangle}{\lambda}-\frac{\langle l^2\rangle}{2\lambda^2}
=\kappa-\frac23\kappa^2 .
\]

Setting \(f=0.1\), the leading term gives \(\kappa=0.1\), or 0.68 kPa. With the correction,

\[
\kappa=\frac34\left(1-\sqrt{1-\frac{0.8}{3}}\right)=0.108,
\]

or 0.73 kPa. The full integral also gives 0.73 kPa, at \(\mathrm{Kn}=9.35\).

For \(\kappa\gg1\), the survivors are short flights with \(\varphi\) near \(\pi/2\). There \(\cos\varphi\simeq t\) with \(t=\pi/2-\varphi\), and

\[
1-f\simeq\frac4\pi\int_0^{\pi/2}\!\sin^2\theta\,d\theta\int_0^\infty t\,e^{-\kappa t/\sin\theta}dt
=\frac4{\pi\kappa^2}\int_0^{\pi/2}\!\sin^4\theta\,d\theta=\frac3{4\kappa^2}.
\]

At one atmosphere \(\kappa=1/0.0672=14.9\), so \(1-f\simeq0.0034\), in agreement with the computed \(f=0.997\).

At the crossover neither expansion applies, and the integral gives \(f=0.596\). If every flight had length \(D\), the result would be \(1-e^{-1}=0.632\). The spread of lengths lowers it, because \(e^{-l/\lambda}\) is convex in \(l\).

## Diffusion along the hole

Now follow a labelled nitrogen molecule while the total pressure stays uniform. This is different from the net flow of all the nitrogen, since collisions among nitrogen molecules conserve their total momentum. Assume at first that every gas collision scatters isotropically. Successive axial steps are then uncorrelated, and the diffusion coefficient is the mean squared axial step divided by twice the mean flight time.

Flights start at walls and also in the gas, and both kinds must be counted. Consider a chord of length \(l\), and put \(y=l/\lambda\). For each flight that starts at its wall end, equilibrium supplies \(1/\lambda\) flights per unit length starting along it, because as many molecules are scattered into a direction as out of it. A flight with distance \(s\) left before the wall has mean squared length

\[
h(s)=\int_0^s2x\,e^{-x/\lambda}dx=2\lambda^2\left[1-\left(1+\frac s\lambda\right)e^{-s/\lambda}\right].
\]

The sum over the flights belonging to the chord is

\[
h(l)+\frac1\lambda\int_0^lh(s)\,ds
=2\lambda^2\left[1-(1+y)e^{-y}+y-2+(2+y)e^{-y}\right]
=2\lambda^2\psi(y),
\]

with \(\psi(y)=y-1+e^{-y}\). The same sum for the mean length, \(\lambda(1-e^{-s/\lambda})\), is

\[
\lambda(1-e^{-y})+\lambda(y-1+e^{-y})=l .
\]

The mean total path per chord is thus \(D\). Flights start in proportion to speed, and with that weight the mean of \(1/v\) is \(1/\bar v\), so the mean total time is \(D/\bar v\). The axial step carries a factor \(\cos\theta\), and therefore

\[
\mathcal D=\frac{\bar v\lambda^2}{D}\langle\cos^2\theta\,\psi(l/\lambda)\rangle .
\]

**Leading order.** For small \(y\), \(\psi\simeq y^2/2\). Since

\[
\langle l^2\cos^2\theta\rangle=\frac{4D^2}{\pi}\cdot\frac\pi4\cdot\frac23=\frac{2D^2}{3},
\]

the molecular-flow value is \(\mathcal D_0=\bar vD/3\). The ratio to it is

\[
R=\frac{\mathcal D}{\mathcal D_0}=\frac3{\kappa^2}\langle\cos^2\theta\,\psi(l/\lambda)\rangle .
\]

**First correction.** The next Taylor term would need \(\langle l^3\cos^2\theta\rangle\), which diverges. Near-axial flights must be treated separately. Define

\[
\chi(u)=\frac{u^2}2-\psi(u)=\frac{u^2}2-u+1-e^{-u},
\]

so that \(1-R=(3/\kappa^2)\langle\cos^2\theta\,\chi(l/\lambda)\rangle\). With \(s=\sin\theta\) and \(a=\kappa\cos\varphi\), the integral over \(\theta\) becomes

\[
I(a)=\int_0^1s^2\sqrt{1-s^2}\;\chi(a/s)\,ds .
\]

Split it at \(\delta\) with \(a\ll\delta\ll1\). Above \(\delta\) the argument is small and \(\chi\simeq a^3/(6s^3)\), which gives

\[
\frac{a^3}6\int_\delta^1\frac{\sqrt{1-s^2}}s\,ds\simeq\frac{a^3}6\left[\ln\frac2\delta-1\right].
\]

Below \(\delta\) the square root is close to one. Substituting \(u=a/s\) gives \(a^3\int_\epsilon^\infty\chi(u)u^{-4}du\), with \(\epsilon=a/\delta\). Integrate by parts three times, using \(\chi'=u-1+e^{-u}\), \(\chi''=1-e^{-u}\) and \(\chi'''=e^{-u}\). The boundary terms vanish at infinity. At small \(\epsilon\),

\[
\int_\epsilon^\infty\frac{\chi}{u^4}du
\simeq\frac1{18}+\frac1{12}+\frac16\left[1+\int_\epsilon^\infty\frac{e^{-u}}u\,du\right]
\simeq\frac16\left[\frac{11}6-\gamma+\ln\frac\delta a\right].
\]

Here \(\gamma=-\int_0^\infty e^{-u}\ln u\,du=0.577\), and one more integration by parts gave \(\int_\epsilon^\infty e^{-u}du/u\simeq-\ln\epsilon-\gamma\). In the sum of the two parts \(\delta\) cancels:

\[
I(a)\simeq\frac{a^3}6\left[\ln\frac2a+\frac56-\gamma\right].
\]

The integral over \(\varphi\) needs \(W_4=\int_0^{\pi/2}\cos^4\varphi\,d\varphi=3\pi/16\) and \(L_4=\int_0^{\pi/2}\cos^4\varphi\ln\cos\varphi\,d\varphi\). Differentiating the recursion \(W_n=\frac{n-1}nW_{n-2}\) with respect to \(n\) gives

\[
L_n=\frac{W_{n-2}}{n^2}+\frac{n-1}nL_{n-2}.
\]

The start is \(L_0=-\frac\pi2\ln2\). To see this, add the equal integrals of \(\ln\cos\varphi\) and \(\ln\sin\varphi\): the sum is the integral of \(\ln(\frac12\sin2\varphi)\), so \(2L_0=-\frac\pi2\ln2+L_0\). Two steps of the recursion give

\[
L_2=\frac\pi8-\frac\pi4\ln2,\qquad
L_4=\frac{7\pi}{64}-\frac{3\pi}{16}\ln2=\frac{3\pi}{16}\left(\frac7{12}-\ln2\right).
\]

Collecting the factors,

\[
1-R\simeq\frac3{\kappa^2}\,\frac4\pi\,\frac{\kappa^3}6\,\frac{3\pi}{16}
\left[\ln\frac2\kappa+\frac56-\gamma-\frac7{12}+\ln2\right],
\]

\[
\boxed{R\simeq1-\frac{3\kappa}8\left[\ln\frac1\kappa+1.06\right]},\qquad
1.06=\ln4+\frac14-\gamma .
\]

At the onset, in a hole much longer than the free path, the logarithm makes diffusion more sensitive than the count of broken flights. At 0.1 kPa, \(\kappa=0.0147\): 1.5 % of flights are broken, while the formula gives diffusion about 2.9 % slower. Long axial flights contribute strongly to the squared displacement and are the likeliest to be interrupted.

The full integral reaches \(R=0.9\) at 0.49 kPa, where \(\mathrm{Kn}=13.9\). Inserting \(\kappa=1/13.9\) in the boxed formula gives a reduction of 0.100, as it should. At \(\kappa=1\) the formula would give \(R=0.60\), whereas the full integral gives 0.493. The expansion serves for the onset and fails at the crossover.

**The opposite limit.** For \(\kappa\gg1\) the exponential in \(\psi\) is negligible except on very short chords. With \(\langle l\cos^2\theta\rangle=D/3\) and \(\langle\cos^2\theta\rangle=1/4\),

\[
R\simeq\frac1\kappa-\frac3{4\kappa^2}.
\]

The first term is the gas-phase result for isotropic scattering, \(\mathcal D=\lambda\bar v/3\), and the second is the remaining drag of the wall. At one atmosphere \(R\simeq0.064\), which is the factor of sixteen in the opening.

A direct test traces molecules through a long hole with random free paths of mean \(D\), isotropic gas scattering and cosine emission. It gives 1.001 wall hits per gas hit, a broken fraction of 0.596 and a diffusion ratio of 0.493, in agreement with the integrals at \(\kappa=1\).

## What the simple model leaves out

**Persistence of velocity.** For hard spheres the squared impact parameter is \(b^2=d^2(1+\cos\vartheta)/2\), where \(\vartheta\) is the deflection in the centre-of-mass frame. Uniform \(b^2\) means uniform \(\cos\vartheta\), so scattering is isotropic in that frame. In the laboratory the mean velocity after the collision is that of the centre of mass, and part of the forward motion survives. Averaging this fraction over randomly sampled pairs, each weighted by its relative speed because fast pairs collide more often, gives \(\omega\approx0.41\) for nitrogen. Treating it as the same at each collision, the forward path adds up to \(\lambda(1+\omega+\omega^2+\dots)=\lambda/(1-\omega)\). Replacing \(\kappa\) by \(0.59\,\kappa\) raises the diffusion ratio at \(p_*\) from 0.49 to about 0.61. In this estimate the gas-phase coefficient itself grows by the factor \(1/0.59\approx1.7\); the kinetic theory of hard spheres gives about 1.8. The two errors in the opening therefore change as well: seventy becomes roughly 120, and sixteen becomes about nine. These are estimates. The boxed onset formula is left as derived, for isotropic scattering. For hard spheres the ten-percent slowing of diffusion sets in near 0.7 kPa, above the isotropic 0.49 kPa and below the 0.8 kPa that rescaling \(\kappa\) would suggest.

**Speed.** Fast molecules have longer free paths than slow ones. Including this changes the broken fraction at \(p_*\) from 0.596 to 0.586.

**A closed bottom.** A hole of depth \(L\) has wall area \(\pi DL+\pi D^2/4\) and volume \(\pi D^2L/4\), so

\[
\nu_{\rm wall}=\frac{\bar v}D\left(1+\frac D{4L}\right).
\]

For \(L=5\) µm the factor is 1.05, and the pressure of equal rates rises to 7.15 kPa. This sizes only the collision rates. The diffusion results above are for a very long hole. In one only a few diameters deep, \(\bar vD/3\) overstates the molecular flow, because the entrance adds its own resistance. The ends also cut off the long axial flights behind the logarithm, so the first gas collisions slow transport less than the boxed formula says.

**A heavy precursor.** Let a dilute species of mass \(m_1\) and diameter \(d_1\) move among nitrogen molecules of mass \(m_2\). The variances of the velocity components add to \(kT/m_1+kT/m_2\), so the mean relative speed is \(\bar v_1\sqrt{1+m_1/m_2}\). Its wall rate is \(\bar v_1/D\). With \(d_{12}=(d_1+d)/2\), the rates are equal at

\[
p_1=\frac{kT}{\pi d_{12}^2D\sqrt{1+m_1/m_2}} .
\]

For a model precursor of 200 u and 0.6 nm this is 1.96 kPa, well below the nitrogen value. Each collision turns the heavy molecule little, however: \(\omega=0.84\). Dividing by \(1-\omega\) gives 12.3 kPa as the estimated pressure at which gas and wall are comparable in destroying its direction. The same correction for nitrogen gives \(6.81/0.59=11.5\) kPa. Counted by collisions, the pressures of the two species differ by a factor of 3.5. Counted by lost direction they are comparable. Treating \(\omega\) as constant underestimates both values, the heavy one more: first-order kinetic theory of hard spheres puts the equality of the gas-phase and molecular-flow coefficients at about 14 kPa for the precursor and 12 kPa for nitrogen. A difference of this size is comparable with the uncertainty of the rough diameters, so it does not firmly rank the two species.

## Reading the estimate for a deposition process

Low-pressure chemical vapour deposition works at very roughly 0.1 kPa. At 300 K the free path is then 68 µm, and transport in the one-micrometre hole is close to molecular. At one atmosphere the free path is 0.067 µm and gas collisions dominate. The temperature of 300 K is low for many thermal deposition processes. At 700 K, with \(p\), \(D\) and \(d\) held fixed, \(\lambda\) grows in proportion to \(T\) and the crossover moves to 15.9 kPa. Of the changes sized here for nitrogen, this is the largest. Real molecules are not hard spheres: the effective diameter of nitrogen shrinks with temperature, which raises the value at 700 K by roughly a further fifth, to about 19 kPa. Growth of the film also narrows the hole, and since \(p_*\propto1/D\), halving the diameter doubles the crossover pressure at fixed temperature.

The numerical output below lists the inputs and results used here.

## Numbers as computed

```
temperature: 300 K
hole diameter: 1 um
hole depth: 5 um
nitrogen mass: 28 u
collision diameter (rough input): 0.37 nm
liquid density (rough input): 0.8 g/cm3
molecular spacing in the liquid: 0.387 nm
collision cross-section: 0.43 nm2
mean speed: 476 m/s
mean relative speed / mean speed, quadrature: 1.4142
pressure times mean free path: 6.81 mPa m
crossover pressure, round hole: 6.81 kPa
crossover pressure, round hole: 51.1 Torr
number density at crossover: 1.64e+18 cm-3
wall collision rate per molecule: 4.76e+08 1/s
crossover pressure, trench of equal width: 3.4 kPa
broken flights at crossover, quadrature: 0.596
broken flights at crossover, traced: 0.596
wall hits per gas hit at crossover, traced: 1.001
diffusion ratio at crossover, quadrature: 0.493
diffusion ratio at crossover, traced: 0.493
pressure for 10 % broken flights: 0.728 kPa
Kn for 10 % broken flights: 9.35
pressure for 10 % slower diffusion: 0.488 kPa
Kn for 10 % slower diffusion: 13.9
mean free path at 100 Pa: 68.1 um
Kn at 100 Pa: 68.1
broken flights at 100 Pa: 0.0145
mean free path at 1 atm: 0.0672 um
Kn at 1 atm: 0.0672
broken flights at 1 atm: 0.997
crossover if d is 10 % larger: 5.63 kPa
crossover if d is 10 % smaller: 8.41 kPa
hot process temperature: 700 K
crossover in hot process: 15.9 kPa
wall-rate factor from hole bottom: 1.05
same factor, traced: 1.05
crossover with hole bottom: 7.15 kPa
broken flights at crossover with speed spread: 0.586
velocity persistence, nitrogen: 0.407
diffusion ratio at crossover with persistence: 0.607
pair collision rate / formula, nitrogen: 0.99
precursor mass: 200 u
precursor diameter: 0.6 nm
precursor equal-rate pressure: 1.96 kPa
velocity persistence, precursor: 0.84
precursor pressure corrected for persistence: 12.3 kPa
```
